# Emission Rates on the Dicke Ladder and Their Maximum

Excited emitters that share one light field can radiate faster than the same emitters would separately. This problem finds how much faster, at each stage of the emission, for $N$ identical emitters in a lossy cavity.

**The model.** Each emitter has a ground state $|g\rangle$ and an excited state $|e\rangle$ separated by the energy $\omega$, with a real transition dipole $d$ and no permanent dipole. All emitters sit at equivalent field maxima of one resonant cavity mode, with their dipoles along the field, so they couple to it with equal strength and phase. The photon number in the mode decays at the rate $\kappa$ through the mirrors. There are no thermal photons, no dephasing, and no other decay channels. Direct exchange of excitation between emitters is neglected at first and examined in part (d).

The algebra uses atomic units, with $\hbar=1$ and the Coulomb constant equal to 1. Energies and rates then have the same unit.

For emitter $j$, let $\sigma_{-j}=|g\rangle\langle e|$ and $\sigma_{+j}=|e\rangle\langle g|$, and define

$$J_\pm=\sum_j\sigma_{\pm j},\qquad J_z=\tfrac12\sum_j\big(|e\rangle\langle e|-|g\rangle\langle g|\big)_j .$$

If $n$ emitters are excited, $J_z$ has the value $M=\tfrac12[n-(N-n)]=n-N/2$. This is the inversion, and half inversion means $M=0$.

## (a) What is the coupling between the emitters and the mode?

**Solution.** Write the field at a maximum as $E=E_0(a+a^\dagger)$. In the vacuum $\langle (a+a^\dagger)^2\rangle=1$, so the mean square field there is $E_0^2$. The vacuum energy of the mode is $\omega/2$, and half of it is electric, as for the potential energy of an oscillator. Electric energy density is $E^2/8\pi$, hence

$$\frac{E_0^2V}{8\pi}=\frac{\omega}{4}\quad\Rightarrow\quad E_0=\sqrt{\frac{2\pi\omega}{V}} .$$

Here $V$ is the mode volume, the integral of the squared field profile scaled to a maximum of 1.

The interaction is $-E\sum_j d(\sigma_{+j}+\sigma_{-j})$. Replacing $a$ by $-a$, which is a choice of phase, removes the minus sign. Of the four products, $aJ_+$ and $a^\dagger J_-$ exchange a photon for an excitation and are resonant. The products $aJ_-$ and $a^\dagger J_+$ oscillate at $2\omega$ in the interaction picture and average out when $\kappa$ and the collective coupling, which grows with $N$, are both much smaller than $\omega$. Dropping them is the rotating-wave approximation:

$$H=g\,(aJ_++a^\dagger J_-),\qquad g=d\sqrt{\frac{2\pi\omega}{V}} .$$

The remaining energy $\omega(a^\dagger a+J_z)$ commutes with $H$, so on resonance it drops out of the interaction picture.

## (b) How strongly does $J_-$ act on a state of given $J$ and $M$?

**Solution.** For one emitter $[\sigma_+,\sigma_-]=|e\rangle\langle e|-|g\rangle\langle g|$, and operators of different emitters commute. Therefore

$$[J_+,J_-]=2J_z,\qquad [J_z,J_\pm]=\pm J_\pm .$$

These are the relations of an angular momentum with $J_\pm=J_x\pm iJ_y$ and $[J_x,J_y]=iJ_z$. Multiplying out,

$$J_+J_-=J_x^2+J_y^2-i[J_x,J_y]=J_x^2+J_y^2+J_z=J^2-J_z^2+J_z .$$

Let $|J,M\rangle$ be a normalized state with $J^2=J(J+1)$ and $J_z=M$. Then

$$\|J_-|J,M\rangle\|^2=\langle J_+J_-\rangle=J(J+1)-M^2+M .$$

Since $J^2-M^2=(J+M)(J-M)$, the right side is $(J+M)(J-M)+(J+M)$, so

$$R(J,M)\equiv\|J_-|J,M\rangle\|^2=(J+M)(J-M+1).$$

The relation $[J_z,J_-]=-J_-$ shows that $J_-$ lowers $M$ by one. It keeps $J$, because $J^2=J_+J_-+J_z^2-J_z$ gives

$$[J^2,J_-]=2J_zJ_--(J_zJ_-+J_-J_z)+J_-=[J_z,J_-]+J_-=0 .$$

With a suitable phase, $J_-|J,M\rangle=\sqrt{R(J,M)}\,|J,M-1\rangle$. Emission into the mode thus moves the emitters down a ladder of fixed $J$.

## (c) Which ladder starts from all emitters excited, and can its strengths be found by counting?

**Solution.** The fully excited state has $M=N/2$ and is destroyed by $J_+$. Since $J_-J_+=J_+J_--2J_z=J^2-J_z^2-J_z$ must vanish on it, $J(J+1)=\frac N2(\frac N2+1)$. Hence $J=N/2$, and $J+M=n$.

Repeated use of $J_-$ treats all emitters alike, so the rung with $n$ excitations is the equal superposition of all configurations $S_n$ with $n$ excited emitters:

$$|n\rangle=\binom Nn^{-1/2}\sum_{S_n}|S_n\rangle .$$

A configuration with $n-1$ excitations is reached from every configuration made by exciting one of its $N-n+1$ ground-state emitters. Thus

$$J_-|n\rangle=(N-n+1)\sqrt{\binom N{n-1}\Big/\binom Nn}\;|n-1\rangle .$$

The ratio of binomials is $n/(N-n+1)$, so the squared norm is

$$R_n=n(N-n+1),$$

which agrees with part (b) at $J=N/2$.

## (d) At what rate do photons leave the cavity?

**Solution.** Start in $|J,M\rangle$ with an empty cavity, amplitude $c_0$. The Hamiltonian couples this to $|J,M-1\rangle$ with one photon, amplitude $c_1$. A photon number decaying at $\kappa$ means an amplitude decaying at $\kappa/2$. Before a photon escapes,

$$i\dot c_0=g\sqrt R\,c_1,\qquad i\dot c_1=g\sqrt R\,c_0-\frac{i\kappa}{2}c_1 .$$

If the cavity loses its photon much faster than $c_0$ changes, $c_1$ follows $c_0$, and $\dot c_1$ can be set to zero:

$$c_1=-\frac{2ig\sqrt R}{\kappa}c_0 .$$

The escape rate is $\kappa|c_1|^2$. With $|c_0|^2\approx1$ it is

$$W(J,M)=\Gamma\,(J+M)(J-M+1),\qquad \Gamma=\frac{4g^2}{\kappa} .$$

The first equation gives the same loss from the upper rung: $\dot c_0=-(2g^2R/\kappa)c_0$, so $|c_0|^2$ decays at $4g^2R/\kappa$. With at most one photon present, the escape leaves the emitters in $|J,M-1\rangle$ with an empty cavity, ready for the next step. For one excited emitter, $J=M=\frac12$ and $W=\Gamma$, so $\Gamma$ is the single-emitter rate.

This one-photon derivation requires $\Gamma R\ll\kappa$ on every rung, which also keeps states with two or more photons weakly occupied, since $|c_1|^2=\Gamma R/\kappa$. The first correction to the rate is smaller than that ratio suggests. Reabsorption changes the rate by the relative amount $+\Gamma R(J,M)/\kappa$, and the two-photon state, coupled by $g\sqrt{2R(J,M-1)}$, changes it by $-\Gamma R(J,M-1)/\kappa$. The net first correction is $(\Gamma/\kappa)[R(J,M)-R(J,M-1)]$, which on the $J=N/2$ ladder is at most $N\Gamma/\kappa$ in size.

**Direct exchange.** Suppose that excitation also hops between emitters with the same energy $v$ for every pair. Because $\sum_j\sigma_{+j}\sigma_{-j}=J_z+N/2$, this adds

$$v\sum_{i\ne j}\sigma_{+i}\sigma_{-j}=v\left(J_+J_--J_z-\frac N2\right)=v\left(J^2-J_z^2-\frac N2\right).$$

This is diagonal on the ladder. It shifts the energy released between $M$ and $M-1$ by $-v(2M-1)$, so the rates survive if $|v|(N-1)\ll\kappa$. Unequal exchange can take the emitters off the ladder. For four emitters, direct computation shows that equal exchange leaves the half-excited symmetric state unchanged, while nearest-neighbour exchange on a ring does not.

## (e) On which rung of the $J=N/2$ ladder is emission fastest, and how fast is it?

**Solution.** Completing the square gives

$$\frac{W}{\Gamma}=J^2+J-M^2+M=\left(J+\tfrac12\right)^2-\left(M-\tfrac12\right)^2 .$$

The largest rate belongs to the allowed $M$ closest to $\frac12$.

- For even $N$, $M$ is an integer, and $M=0$ and $M=1$ tie. Then $W_{\max}=\Gamma\left[\frac{(N+1)^2}{4}-\frac14\right]=\Gamma\frac{N(N+2)}{4}$.
- For odd $N$, $M=\frac12$ is allowed, and $W_{\max}=\Gamma\frac{(N+1)^2}{4}$.

Relative to $N^2\Gamma/4$, these are larger by the factors $1+2/N$ and $(1+1/N)^2$. Both tend to 1. The peak is therefore near $N^2\Gamma/4$, at or next to half inversion, when $N$ is large. For even $N$ the excess is 20% of that estimate at $N=10$, 2% at $N=100$ and 0.2% at $N=1000$.

The ends of the ladder behave differently. With all emitters excited, $W=N\Gamma$, the same as for $N$ independent emitters. With one shared excitation, $W$ is again $N\Gamma$, which is $N$ times the rate of one excited emitter alone.

The value of $J$ matters as much as the number of excitations. A state with $M=-J$ does not emit into the mode, even though for $J<N/2$ it contains $n=N/2-J$ excited emitters.

## (f) What makes half-inverted emitters radiate faster than independent ones?

**Solution.** The elimination in part (d) is linear. For any emitter state $|\psi\rangle$, the one-photon part is $-(2ig/\kappa)J_-|\psi\rangle$, and the emission rate is $\Gamma\langle J_+J_-\rangle$. Separating equal and unequal indices,

$$\langle J_+J_-\rangle=\sum_j\langle\sigma_{+j}\sigma_{-j}\rangle+\sum_{i\ne j}\langle\sigma_{+i}\sigma_{-j}\rangle .$$

The first sum is the number of excited emitters, $n$. The second collects the pair terms, which measure the relative phase coherence of two emitters. They can come from correlations, or, in a product state, from the product of the two mean dipoles. In $|n\rangle$, a pair term counts configurations with $j$ excited and $i$ not, since these are turned into other members of the same superposition:

$$\langle\sigma_{+i}\sigma_{-j}\rangle=\binom{N-2}{n-1}\Big/\binom Nn=\frac{n(N-n)}{N(N-1)} .$$

There are $N(N-1)$ ordered pairs, so the second sum is $n(N-n)$. The total is $n+n(N-n)=n(N-n+1)$, as before. The enhancement comes entirely from the pair terms.

Three states of ten emitters, each with five excitations on average, show the difference:

- In one definite configuration the pair terms vanish, and the initial rate is $5\Gamma$.
- In the Dicke state each pair term is $25/90=0.278$, and the rate is $5\Gamma+25\Gamma=30\Gamma$.
- If every emitter is in $(|g\rangle+|e\rangle)/\sqrt2$, then $\langle\sigma_{+j}\sigma_{-j}\rangle=\frac12$ and each pair term is $\frac12\cdot\frac12=\frac14$. The rate is $\Gamma[N/2+N(N-1)/4]=\Gamma N(N+1)/4=27.5\Gamma$.

The third state has a mean dipole, with $\langle J_-\rangle=N/2$. The Dicke state has $\langle J_-\rangle=0$, because $J_-$ changes $M$. Emission faster than that of independent emitters thus needs pair terms with a positive sum. Aligned mean dipoles supply them in the uncorrelated third state, and correlations supply them in the Dicke state, so a mean dipole is not required.

## (g) What are the rates for ten emitters in a specific cavity?

Take $\omega=2$ eV, $d=1$ e·angstrom, $V=(5000\text{ angstrom})^3$ and $\kappa=0.002$ eV. These are model parameters. Neighbours are 500 angstrom apart. The wavelength is about 6200 angstrom, so along the mode axis the standing wave would fall to $\cos(0.51)=0.87$ of its maximum at one spacing from an antinode. Equal coupling therefore needs the emitters in one antinodal plane, within a region small compared with the transverse width of the mode, and this is assumed here. Rates are given as energies, that is, multiplied by $\hbar$.

**Solution.** The formula of part (a) gives $g=3.8047\times10^{-5}$ eV. Then

$$\Gamma=\frac{4(3.8047\times10^{-5})^2}{0.002}\text{ eV}=2.895\times10^{-6}\text{ eV}.$$

Since $R_n=n(11-n)$, the rungs pair up:

| $n$ | $W/\Gamma$ | $W$ (eV) |
|---|---|---|
| 10 and 1 | 10 | $2.90\times10^{-5}$ |
| 9 and 2 | 18 | $5.21\times10^{-5}$ |
| 8 and 3 | 24 | $6.95\times10^{-5}$ |
| 7 and 4 | 28 | $8.11\times10^{-5}$ |
| 6 and 5 | 30 | $8.69\times10^{-5}$ |

The peak rate is $8.69\times10^{-5}$ eV, or $1.32\times10^{11}$ per second. The leading estimate $N^2\Gamma/4=25\Gamma$ is $7.24\times10^{-5}$ eV.

The assumptions can now be examined.

**Cavity speed.** The peak rate is 0.043 of $\kappa$, so the cavity is fast but not infinitely fast. Diagonalizing the damped Hamiltonian with its multiphoton states gives rung decay rates within 1.5% of the formula, relative to the formula. This is close to $N\Gamma/\kappa=0.0145$, the largest first correction found in part (d).

**Free-space decay.** Fermi's golden rule gives the rate of emission into other modes, here taken to be those of free space. In a box of volume $V_b$, the squared coupling to a travelling wave is $2\pi\omega d^2\sin^2\theta/V_b$ after summing over polarizations, with $\theta$ the angle between dipole and propagation. The number of modes per unit energy and solid angle is $V_b\omega^2/(2\pi c)^3$. As $\int\sin^2\theta\,d\Omega=8\pi/3$,

$$\Gamma_{\rm free}=2\pi\cdot2\pi\omega d^2\cdot\frac{\omega^2}{8\pi^3c^3}\cdot\frac{8\pi}{3}=\frac{4\omega^3d^2}{3c^3} .$$

This is $2.0\times10^{-8}$ eV, or 0.7% of $\Gamma$. Treated as independent loss, it adds $n\Gamma_{\rm free}$ to $n(N-n+1)\Gamma$, at most 0.7% on any rung. At a spacing well below the wavelength this loss is partly collective, but no pair rate exceeds $\Gamma_{\rm free}$, so on the ladder it is at most $n(N-n+1)\Gamma_{\rm free}$ and the same bound holds. This bound concerns the rates on the rungs. The loss can also move the emitters off the ladder, which matters for the total emission time in part (h).

**Exchange.** For dipoles perpendicular to their separation $r$, the near-field exchange energy is $d^2/r^3$. At 500 angstrom it is about $1.2\times10^{-7}$ eV, or 4% of $\Gamma$, with retardation ignored. For neighbours separated along the dipole direction it is $-2d^2/r^3$, or 8% of $\Gamma$ in size. In free space, without the cavity, exchange must be compared with $\Gamma_{\rm free}$ instead:

$$\frac{d^2/r^3}{\Gamma_{\rm free}}=\frac34\left(\frac{c}{\omega r}\right)^3,$$

which is large whenever $r\ll c/\omega$. Being close together compared with the wavelength does not by itself secure the ladder.

**Dephasing.** Random phase changes that differ from emitter to emitter destroy the pair terms of part (f). They must be slow compared with the collective emission, so their energy width must be well below $N\Gamma\approx3\times10^{-5}$ eV here. This is a demanding condition.

## (h) How long does the full emission take, and does the average pulse reach the peak ladder rate?

**Solution.** Let $P_n$ be the probability of having $n$ excitations. Each rung is filled from above and emptied downwards:

$$\dot P_n=-\Gamma R_nP_n+\Gamma R_{n+1}P_{n+1} .$$

The mean wait on rung $n$ is $1/(\Gamma R_n)$. Starting from $n=N$ and using

$$\frac1{n(N+1-n)}=\frac1{N+1}\left(\frac1n+\frac1{N+1-n}\right),$$

the mean time until the last photon is

$$T=\frac{2H_N}{\Gamma(N+1)},\qquad H_N=\sum_{k=1}^N\frac1k .$$

Both terms in the bracket sum to $H_N$, which explains the factor 2. For $N=10$, $T=0.53/\Gamma$. This value holds only when the cavity is the sole decay channel. Of the independent free-space loss $n\Gamma_{\rm free}$ on rung $n$, the part $R_n\Gamma_{\rm free}/N$ stays on the ladder, and the rest, $\Gamma_{\rm free}\,n(n-1)/N$, leads to $J=N/2-1$. Multiplying by the waits $1/(\Gamma R_n)$ and summing gives the probability $(H_N-1)\Gamma_{\rm free}/\Gamma$ of leaving the ladder, which is 1.3% for the cavity of part (g). The lower ladder ends at $M=-J$ with one excitation that the mode cannot remove and that lives for $1/\Gamma_{\rm free}$. These rare runs add about $(H_N-1)/\Gamma=1.9/\Gamma$ to the mean however small $\Gamma_{\rm free}$ is, so the mean time becomes about $2.45/\Gamma$. It can be longer still when the free-space loss is collective. Independent emitters, each decaying at $\Gamma$, would have waits $1/(n\Gamma)$ and need $H_N/\Gamma=2.93/\Gamma$ on average.

The pulse averaged over many runs is $I(t)=\Gamma\sum_nR_nP_n$. An average of ladder rates cannot exceed the largest one, and it falls below when runs are spread over rungs with different rates. For ten emitters the averaged pulse peaks at $22.8\Gamma$, compared with the ladder maximum of $30\Gamma$. A master equation that keeps the cavity photons gives $22.7\Gamma$.

The pulse peaks at $t\approx0.21/\Gamma$, when on average slightly more than 6 emitters are still excited. This is above half inversion. The rate equation fixes a closely related average exactly. A jump from $n$ to $n-1$ changes the rate by

$$\Gamma(R_{n-1}-R_n)=\Gamma(2n-N-2),$$

and such jumps occur at the rate $\Gamma R_nP_n$. Therefore

$$\dot I=\Gamma^2\sum_nR_nP_n(2n-N-2).$$

For $N>2$ the pulse rises at first, since $\dot I(0)=\Gamma^2N(N-2)>0$. At its later maximum $\dot I=0$, so the mean of $n$ weighted by the emission rate is $N/2+1$ there, which is 6 for ten emitters. The unweighted mean need not have the same value, but it lies close to it in this example.

## Calculated quantities

```
number of emitters N: 10
transition energy: 2.0 eV
transition dipole: 1.0 e angstrom
edge of cubic mode volume: 5000 angstrom
cavity decay hbar*kappa: 0.0020 eV
neighbour spacing: 500 angstrom
single-emitter coupling g: 3.8047e-05 eV
single-emitter cavity rate hbar*Gamma: 2.8952e-06 eV
neglected free-space decay: 1.999e-08 eV
  divided by hbar*Gamma: 0.0069
neglected neighbour exchange, near-field size: 1.152e-07 eV
  divided by hbar*Gamma: 0.0398
ladder: n, M, rate/Gamma, hbar*rate in eV
  10   5   10.0 2.8952e-05
   9   4   18.0 5.2114e-05
   8   3   24.0 6.9485e-05
   7   2   28.0 8.1066e-05
   6   1   30.0 8.6857e-05
   5   0   30.0 8.6857e-05
   4  -1   28.0 8.1066e-05
   3  -2   24.0 6.9485e-05
   2  -3   18.0 5.2114e-05
   1  -4   10.0 2.8952e-05
peak ladder rate: 8.6857e-05 eV
peak ladder rate, converted: 1.3196e+11 1/s
leading estimate N^2*Gamma/4: 7.2381e-05 eV
peak rate / kappa: 0.0434
peak/(N^2 Gamma/4) for N = 10: 1.2000
peak/(N^2 Gamma/4) for N = 100: 1.0200
peak/(N^2 Gamma/4) for N = 1000: 1.0020
pair correlation in Dicke state, n = 5: 0.2778
rate/Gamma, definite configuration, n = 5: 5.0
rate/Gamma, aligned-dipole product state: 27.5
largest rung deviation, damped Hamiltonian: 0.0149
mean total emission time * Gamma: 0.5325
averaged pulse peak/Gamma, ladder: 22.758
averaged pulse peak/Gamma, with photons: 22.691
time of ladder pulse peak * Gamma: 0.215
mean excited emitters at pulse peak: 6.13
```
